**Graphene supplied by carbon leaving a nickel film**

The mean number of graphene layers is θ = f n h/σ, where f is the number of carbon atoms released per nickel atom, n the nickel density, h the film thickness and σ the number of carbon atoms per area of one layer. For h = 300 nm, n = 91 atoms/nm³ and f = 0.001, the output gives θ = 0.715. The program counts atoms of explicit nickel and graphene lattices inside a disc and asserts that the resulting θ, 0.718, agrees with the formula within 1 per cent. It also asserts that the composition and temperature-drop formulas agree with numerical root searches, and that a lattice count reproduces the effect of thermal expansion. A discretized diffusion equation tests the 99 per cent escape time and the equal sharing of carbon between two open faces. With rough typical material values, a saturated film releases 0.1 atomic per cent on cooling by about 32 K from 900 °C. If all the excess left during cooling to 500 °C, it would supply 5.7 layers, but the escape time has by then risen from 0.022 s to 34 s.

## Program and output

```python
"""
Result under test: a nickel film of thickness h and atomic density n that
expels f carbon atoms per nickel atom through one face supplies
    theta = f * n * h / sigma
graphene layers on average, sigma = 4/(3 sqrt(3) d^2) being the number of
carbon atoms per area of one layer and d the carbon-carbon bond length.
For h = 300 nm, n = 91 /nm^3, f = 0.001 this is about 0.7 layer.
Also tested: the meaning of atomic per cent, the temperature drop that
releases the carbon, the escape time by diffusion, the sharing between two
open faces, and thermal expansion.
Lengths in nm, times in s, temperatures in K, energies in eV.
"""
import numpy as np
from scipy.constants import k as k_joule, e as e_charge, zero_Celsius
from scipy.linalg import eigh
from scipy.optimize import brentq

k_B = k_joule / e_charge

# Given data
h = 300.0
n = 91.0
f = 0.001

# Rough typical material and process values
a_ni = 0.3524            # fcc lattice constant of nickel
d_cc = 0.142             # bond length of graphene
T_grow = 900.0 + zero_Celsius
T_low = 500.0 + zero_Celsius
T_room = 20.0 + zero_Celsius
S_grow = 0.009           # carbon atomic fraction at saturation, 900 C
H_sol = 0.42             # heat of solution of carbon
D0_cm2 = 0.1             # diffusivity prefactor, cm^2/s
E_diff = 1.43            # diffusion activation energy
alpha = 1.6e-5           # mean linear expansion of nickel, 1/K
cool_rate = 10.0         # K/s

# Derived formulas
sigma = 4 / (3 * np.sqrt(3) * d_cc**2)
ni_area = n * h
c_area = f * ni_area
theta = c_area / sigma
h_full = sigma / (f * n)
f_full = sigma / (n * h)


# Explicit lattice counts inside a disc
def counted_density(v1, v2, basis, radius=60.0):
    """Points per area of a plane lattice, counted in an off-centre disc."""
    shortest = min(np.linalg.norm(v1), np.linalg.norm(v2))
    m = int(1.3 * radius / shortest) + 3
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    count = 0
    for b in basis:
        x = i * v1[0] + j * v2[0] + b[0] + 0.037
        y = i * v1[1] + j * v2[1] + b[1] + 0.053
        count += np.count_nonzero(x**2 + y**2 < radius**2)
    return count / (np.pi * radius**2)


def counted_nickel_per_area(a, thickness):
    """Sum over the (001) atomic planes, spaced a/2, within the film."""
    v1, v2 = np.array([a, 0.0]), np.array([0.0, a])
    even = counted_density(v1, v2, [(0, 0), (a / 2, a / 2)])
    odd = counted_density(v1, v2, [(a / 2, 0), (0, a / 2)])
    planes = len(np.arange(a / 4, thickness, a / 2))
    return even * ((planes + 1) // 2) + odd * (planes // 2)


g1 = d_cc * np.array([1.5, np.sqrt(3) / 2])
g2 = d_cc * np.array([1.5, -np.sqrt(3) / 2])
sigma_count = counted_density(g1, g2, [(0, 0), (d_cc, 0)])
ni_count = counted_nickel_per_area(a_ni, h)
theta_count = f * ni_count / sigma_count
n_cell = 4 / a_ni**3
# Tolerances: disc edge and one atomic plane in about 1700
assert abs(sigma_count / sigma - 1) < 1e-3
assert abs(ni_count / (n_cell * h) - 1) < 2e-3
# The given density is rounded to two digits
assert abs(n_cell / n - 1) < 0.01
assert abs(theta_count / theta - 1) < 0.01
assert round(theta, 1) == 0.7

# Thermal expansion of a laterally free film
strain = alpha * (T_grow - T_room)
theta_hot = theta / (1 + strain)**2
ni_hot = counted_nickel_per_area(a_ni * (1 + strain), h * (1 + strain))
assert abs(ni_hot / ni_count * (1 + strain)**2 - 1) < 2e-3


# Meaning of atomic per cent: atomic fraction falls by 0.001
def carbon_count(fraction, nickel=1.0e6):
    """Carbon atoms that give this atomic fraction, by root search."""
    return brentq(lambda c: c / (c + nickel) - fraction, 0, nickel,
                  xtol=1e-9)


def release(x_start, x_end):
    """Carbon atoms released per nickel atom."""
    return (x_start - x_end) / ((1 - x_start) * (1 - x_end))


x_end = S_grow - f
f_fraction = release(S_grow, x_end)
f_search = (carbon_count(S_grow) - carbon_count(x_end)) / 1.0e6
assert abs(f_search / f_fraction - 1) < 1e-6
theta_fraction = f_fraction * ni_area / sigma


# Temperature drop that releases the carbon from a saturated film
def solubility(T):
    return S_grow * np.exp(-H_sol / k_B * (1 / T - 1 / T_grow))


T_end = 1 / (1 / T_grow - k_B / H_sol * np.log(1 - f / S_grow))
T_search = brentq(lambda T: solubility(T) - x_end, 600, T_grow)
assert abs(T_search - T_end) < 1e-6
drop = T_grow - T_end
S_low = solubility(T_low)
theta_long = release(S_grow, S_low) * ni_area / sigma


# Escape by diffusion
def diffusivity_cm2(T):
    return D0_cm2 * np.exp(-E_diff / (k_B * T))


def escape_time(T):
    """Time for 99 per cent of the excess to leave by one face."""
    D_nm2 = diffusivity_cm2(T) * 1e14
    return 4 * h**2 / (np.pi**2 * D_nm2) * np.log(800 / np.pi**2)


def diffusion_matrix(cells, both_open):
    """Finite volumes, unit thickness and diffusivity, sink at x = 0."""
    A = np.diag(np.full(cells, -2.0))
    A += np.diag(np.ones(cells - 1), 1) + np.diag(np.ones(cells - 1), -1)
    A[0, 0] = -3.0
    A[-1, -1] = -3.0 if both_open else -1.0
    return A * cells**2


cells = 200
start = np.ones(cells)
rates, modes = eigh(diffusion_matrix(cells, False))
tau = escape_time(T_grow) * diffusivity_cm2(T_grow) * 1e14 / h**2
weights = (modes.T @ start)**2 / cells
remaining = np.sum(weights * np.exp(rates * tau))
assert abs(remaining / 0.01 - 1) < 0.01

shares = []
for both_open in (False, True):
    A = diffusion_matrix(cells, both_open)
    time_integral = np.linalg.solve(-A, start)
    shares.append(2 * cells**2 * time_integral[0] / cells)
assert abs(shares[0] - 1) < 1e-8
assert abs(shares[1] - 0.5) < 1e-8

t_grow = escape_time(T_grow)
t_low = escape_time(T_low)
t_drop = drop / cool_rate
assert t_grow < 0.1 * t_drop      # escape keeps pace near 900 C
assert t_low > t_drop             # escape is slow at 500 C

print("GIVEN")
print(f"film thickness h = {h:.0f} nm")
print(f"nickel density n = {n:.0f} atoms/nm3")
print(f"carbon released per nickel atom f = {f:.3f}")
print("ROUGH TYPICAL VALUES")
print(f"nickel lattice constant = {a_ni:.4f} nm")
print(f"graphene bond length d = {d_cc:.3f} nm")
print(f"growth temperature = {T_grow - zero_Celsius:.0f} C"
      f" = {T_grow:.0f} K")
print(f"carbon solubility there = {100 * S_grow:.2f} at.%")
print(f"heat of solution = {H_sol:.2f} eV")
print(f"diffusivity prefactor = {D0_cm2:.2f} cm2/s")
print(f"diffusion activation energy = {E_diff:.2f} eV")
print(f"nickel linear expansion = {alpha:.1e} 1/K")
print(f"room temperature = {T_room - zero_Celsius:.0f} C")
print(f"cooling rate = {cool_rate:.0f} K/s")
print("MAIN RESULT")
print(f"nickel density from lattice constant = {n_cell:.1f} atoms/nm3")
print(f"nickel atoms per film area = {ni_area:.0f} /nm2")
print(f"carbon released per film area = {c_area:.1f} /nm2")
print(f"graphene density, formula = {sigma:.2f} /nm2")
print(f"graphene density, counted = {sigma_count:.2f} /nm2")
print(f"graphene layers theta = {theta:.3f}")
print(f"theta from counted lattices = {theta_count:.3f}")
print(f"least bare share of the area = {100 * (1 - theta):.0f} %")
print(f"film thickness for one full layer = {h_full:.0f} nm")
print(f"release for one layer at 300 nm = {100 * f_full:.3f}"
      " C per 100 Ni")
print("SIZE OF NEGLECTED EFFECTS")
print(f"theta if atomic fraction falls by 0.1 at.% = {theta_fraction:.3f}")
print(f"theta per face, two equal open faces = {shares[1] * theta:.3f}")
print(f"thermal strain at growth = {100 * strain:.2f} %")
print(f"theta for a free expanded film = {theta_hot:.3f}")
print(f"temperature drop releasing 0.1 at.% = {drop:.1f} K")
print(f"time of that drop = {t_drop:.1f} s")
print(f"diffusivity at 900 C = {diffusivity_cm2(T_grow):.1e} cm2/s")
print(f"99 % escape time at 900 C = {t_grow:.3f} s")
print(f"diffusivity at 500 C = {diffusivity_cm2(T_low):.1e} cm2/s")
print(f"99 % escape time at 500 C = {t_low:.0f} s")
print(f"solubility at 500 C = {100 * S_low:.2f} at.%")
print(f"layers if all excess leaves, 900 to 500 C = {theta_long:.1f}")
print("no test failed")
```

Printed output:

```
GIVEN
film thickness h = 300 nm
nickel density n = 91 atoms/nm3
carbon released per nickel atom f = 0.001
ROUGH TYPICAL VALUES
nickel lattice constant = 0.3524 nm
graphene bond length d = 0.142 nm
growth temperature = 900 C = 1173 K
carbon solubility there = 0.90 at.%
heat of solution = 0.42 eV
diffusivity prefactor = 0.10 cm2/s
diffusion activation energy = 1.43 eV
nickel linear expansion = 1.6e-05 1/K
room temperature = 20 C
cooling rate = 10 K/s
MAIN RESULT
nickel density from lattice constant = 91.4 atoms/nm3
nickel atoms per film area = 27300 /nm2
carbon released per film area = 27.3 /nm2
graphene density, formula = 38.18 /nm2
graphene density, counted = 38.18 /nm2
graphene layers theta = 0.715
theta from counted lattices = 0.718
least bare share of the area = 28 %
film thickness for one full layer = 420 nm
release for one layer at 300 nm = 0.140 C per 100 Ni
SIZE OF NEGLECTED EFFECTS
theta if atomic fraction falls by 0.1 at.% = 0.727
theta per face, two equal open faces = 0.358
thermal strain at growth = 1.41 %
theta for a free expanded film = 0.695
temperature drop releasing 0.1 at.% = 32.3 K
time of that drop = 3.2 s
diffusivity at 900 C = 7.2e-08 cm2/s
99 % escape time at 900 C = 0.022 s
diffusivity at 500 C = 4.8e-11 cm2/s
99 % escape time at 500 C = 34 s
solubility at 500 C = 0.10 at.%
layers if all excess leaves, 900 to 500 C = 5.7
no test failed
```
